Fitting a Diode with Series Resistance: Lambert W in Logarithmic Form

**Definitions and conventions**

A Schottky diode is measured in series with a resistance R. The applied bias V is positive in the forward direction, and I is the current. All quantities are in SI units, except that the barrier is also given in eV. The model is

I = I_s [exp((V − IR)/a) − 1], a = n kT/q. (1)

Here I_s is the saturation current, n the ideality factor, T the temperature, k the Boltzmann constant and q the elementary charge. The voltage across the junction alone is V − IR. Two dimensionless numbers recur:

r = R I_s/a, u = (V − IR)/a.

The model takes R, n and T as constant along the sweep and contains no leakage path parallel to the junction. The unknowns are I_s, n and R; the barrier φ follows from I_s.

The setting discussed here is the way a fitting routine evaluates the current in (1): directly, through the exponential of the applied bias, or through its logarithm. The choice changes no physics, but it decides whether the fit survives high bias. Three further choices go with it: the bias range, the weights and the starting values.

**What the saturation current says about the barrier**

Take electrons of mass m that leave the metal over a barrier φ much larger than kT. At the barrier top a state of momentum p has the occupation exp(−φ/kT) exp(−p²/2mkT), and there are 2/h³ states per unit volume and momentum volume. With p_x pointing across the contact, the current density is

J = (2q/h³) exp(−φ/kT) ∫ (p_x/m) exp(−p²/2mkT) d³p, p_x > 0.

The p_x integral gives kT. The two transverse integrals give √(2πmkT) each, so together 2πmkT. With contact area S,

I_s = S A_R T² exp(−φ/kT), A_R = 4πqmk²/h³. (2)

This assumes that every electron crossing the top is transmitted and that none tunnels through the barrier below it. In a real contact the states at the barrier top belong to the semiconductor band, so m is an effective mass of the semiconductor, and A_R can differ much from its free-electron value. At zero bias an equal flux returns from the semiconductor. A forward junction voltage V_j multiplies that flux by exp(qV_j/kT), and the difference of the two fluxes is (1) with n = 1.

For n ≠ 1, suppose that the barrier rises linearly with junction voltage, as φ + (1 − 1/n) qV_j. The forward flux then becomes I_s exp(qV_j/nkT) = I_s e^u, so the fitted φ is the apparent barrier at zero bias. Both fluxes carry the altered barrier, however, and since qV_j/kT = nu this picture gives I = I_s e^u (1 − e^(−nu)), where (1) has 1 − e^(−u). The two agree once u is several units, which is one reason to start the fit a few a above zero bias.

**Solving for the current**

Equation (1) has I on both sides. Define

w = R(I + I_s)/a.

Then IR/a = w − r. Adding I_s to both sides of (1) and multiplying by R/a gives

w = r exp(V/a − w + r).

Multiplication by e^w collects the unknown on the left:

w e^w = r exp(r + V/a) = e^z, z = ln r + r + V/a. (3)

The right side is positive, so w must be positive. For w > 0 the product w e^w rises steadily from zero to infinity, and there is one solution, the principal branch of the Lambert function:

w = W₀(e^z), I = (a/R) w − I_s. (4)

The direct evaluation forms e^z first. In double precision this overflows when z exceeds L = 709.783, that is, above

V_over = a (L − ln r − r). (5)

At fixed r this limit is proportional to nT. A large r lowers it: once r + ln r exceeds L, near r = 703, the direct evaluation fails even at zero bias. A fit can meet the limit even when the final parameters are harmless, because a trial value of n may be too small.

The overflow has no physical counterpart. The exponent that governs the junction is u, and e^u = (I + I_s)/I_s is merely a ratio of currents. For small r the large number arises because (3) exponentiates the whole applied bias, most of which drops across the resistor.

**The logarithmic evaluation**

Take the logarithm of (3) and write y = ln w:

f(y) = e^y + y − z = 0. (6)

Newton's method for this equation is

y_new = y − (e^y + y − z)/(1 + e^y). (7)

Start from y₀ = z if z ≤ 1, and from y₀ = ln z if z > 1. In the first case f(y₀) = e^z > 0; in the second f(y₀) = ln z > 0. Since f′ = 1 + e^y is positive, both starts lie above the root Y.

Let ε = y − Y be the error before a step. Taylor's formula about y gives

0 = f(Y) = f(y) − f′(y) ε + ½ f″(ξ) ε², Y ≤ ξ ≤ y.

Dividing by f′(y) and rearranging,

ε_new = ε − f(y)/f′(y) = ½ ε² e^ξ/(1 + e^y).

Because e^ξ ≤ e^y < 1 + e^y,

0 ≤ ε_new ≤ ε²/2. (8)

The iterates therefore stay at or above the root and descend towards it. The largest exponential is the first one, e^(y₀), which is at most e for z ≤ 1 and equals z for z > 1. Nothing overflows as long as z itself can be stored.

The starting error is also bounded. For z ≤ 1 it is z − Y = e^Y = w, which is at most 1, because w = 1 belongs to z = 1. For z > 1 it is

ln z − ln w = ln[(w + ln w)/w] = ln(1 + (ln w)/w) ≤ ln(1 + 1/e) < 0.32,

since (ln w)/w has its maximum 1/e at w = e. Starting from an error of at most 1, repeated use of (8) gives the bounds 1/2, 1/8, 2⁻⁷, 2⁻¹⁵, 2⁻³¹ and 2⁻⁶³.

A safe stopping rule follows. For ε ≤ 1, (8) gives ε_new ≤ ε/2, so the step s = ε − ε_new is at least ε/2. Hence ε ≤ 2s and ε_new ≤ 2s². Stopping after a step below 10⁻⁸ leaves an error of at most 2 × 10⁻¹⁶, apart from rounding. On a grid of z from −10³ to 10⁶ this rule needed at most five steps. The root and the bound (8) were also tested against a high-precision Lambert function.

The logarithm of the current follows without returning to large numbers. From e^u = (I + I_s)/I_s = w/r,

u = y − ln r, ln I = ln I_s + u + ln(1 − e^(−u)). (9)

Very near V = 0, or at very large r, the first formula subtracts two nearly equal numbers, and u loses relative accuracy. For V ≤ 0 the logarithm of I does not exist as a real number. Equation (9) is meant for forward bias.

**Two limits**

When w ≪ 1, the identity u = V/a + r − w shows that u ≈ V/a, and

I ≈ I_s [exp(V/a) − 1].

The resistor is then invisible.

When w ≫ 1 and r ≪ 1, equation (6) reads w = z − ln w, and replacing w by z inside the logarithm gives

w ≈ z − ln z, I ≈ (a/R)(z − ln z) − I_s.

The current is nearly linear in V, while the junction voltage grows only logarithmically. The border w = 1 means y = 0 and z = 1, so

V_c = a (1 − ln r − r), I_c = a/R − I_s. (10)

There the resistor takes a voltage a − R I_s, close to a when r is small. This border lies at forward bias only if r < 1. For r ≥ 1, w exceeds 1 at every forward bias.

**Which data determine which parameter**

Differentiate I = I_s(e^u − 1) at fixed V and T:

dI = I d(ln I_s) + (I + I_s) du,

du = −(R/a) dI − (IR/a) d(ln R) − u d(ln n).

Insert du and collect dI on the left. Its coefficient is 1 + (I + I_s)R/a = 1 + w. Dividing by I(1 + w), and using (I + I_s)/I = 1/(1 − e^(−u)), gives

∂ln I/∂ln I_s = 1/(1 + w), (11)

∂ln I/∂ln R = −w/(1 + w), (12)

∂ln I/∂ln n = −u/[(1 − e^(−u))(1 + w)]. (13)

Points with w ≪ 1 determine I_s and n; points with w ≫ 1 determine R. The change is gradual, with both (11) and (12) equal to 1/2 in size at V_c. A sweep that ends well below V_c leaves R poorly determined. A sweep that begins well above V_c leaves the barrier poorly determined, and each further point there adds little.

The same differentiation with V varied adds dV/a to du and gives

d ln I/dV = 1/[a (1 − e^(−u))(1 + w)]. (14)

This supplies a criterion for the simpler method, a straight line through ln I against V. The two corrections, e^(−u) and w, change the slope in opposite directions and can cancel near one bias. For the local slope to be within about 1 % of 1/a without relying on that cancellation, both e^(−u) and w should be below 0.01. The first condition requires u > 4.6. For the second, w = r e^u < 0.01 requires u < −ln r − 4.6. A window exists only if −ln r > 9.2, or r below about 10⁻⁴. For larger r, no bias satisfies both conditions, and the full model is the safer choice.

**The fit**

Let the measured currents have independent relative errors of equal size σ ≪ 1. Then ln I has equal absolute errors, and the natural quantity to minimize is

F = Σ (ln I_measured − ln I_model)².

Unweighted squares of I itself would let the largest currents dominate, and by (11) these say little about the barrier. If the low currents are limited by a fixed instrumental noise, their logarithms should receive smaller weights.

Use p = (ln I_s, ln n, ln R) as parameters; all three quantities then stay positive. With residuals ρ and the matrix J of derivatives (11)–(13), linearizing the model gives ρ_new ≈ ρ − Jδ for a step δ. Minimizing the sum of squares gives

JᵀJ δ = Jᵀρ. (15)

To first order in δ, F changes by −2δᵀJᵀρ = −2δᵀJᵀJδ, which is not positive. A sufficiently shortened step therefore does not raise F, apart from rounding. Two safeguards follow: no component of δ may exceed 1 in size, and δ is halved until F no longer rises. They do not guarantee the lowest minimum from every start, so the start matters.

A line through the lowest points supplies the starting I_s and n. The last point supplies R₀ = V/I. For noise-free data this is too large by au/I, the junction's share of the voltage.

Near the minimum, noise of variance σ² shifts p by (JᵀJ)⁻¹Jᵀ times the noise, so to leading order

covariance of p = σ² (JᵀJ)⁻¹. (16)

From (2),

φ = kT ln(S A_R T²/I_s), σ_φ = kT σ(ln I_s). (17)

Errors in T and in the prefactor are separate. Equation (1) contains T only through a = nkT/q, so a wrong T is absorbed by n and leaves I_s unchanged. Differentiating (17) at fixed I_s gives

dφ/dT = k ln(S A_R T²/I_s) + 2k = φ/T + 2k. (18)

A prefactor S A_R assumed too large by a factor c raises φ by kT ln c.

**Worked example**

The model diode has T = 100 K, S = 10⁻⁷ m², φ = 0.30 eV, n = 1.10 and R = 500 Ω, with the free-electron mass in A_R. These give a = 9.479 mV, I_s = 9.130 × 10⁻¹³ A and ln r = −16.849. Synthetic currents were made by solving (1) with a bracketing method and adding 1 % random relative error. There are seventeen points from 0.04 to 0.20 V in steps of 0.01 V, and eight more at 0.3, 0.5, 1, 2, 4, 6, 7 and 8 V.

The border between the regimes lies at

V_c = 9.479 mV × (1 + 16.849) = 0.169 V,

and the direct evaluation fails above

V_over = 9.479 mV × (709.783 + 16.849) = 6.89 V.

The points at 7 and 8 V are thus out of its reach. At 8 V, z = 827.116 and y₀ = ln z = 6.717945. The first step is 6.717945/828.116 = 0.008112, which gives 6.709833. Two more steps reach 6.709800, so w = 820.41 and

I = 9.479 mV × 820.41/500 Ω = 15.55 mA.

The resistor takes 7.777 V. The junction exponent is u = 6.710 + 16.849 = 23.559, and the junction voltage is au = 0.223 V. The two voltages add to 8.000 V.

The fit starts from I_s = 9.07 × 10⁻¹³ A, n = 1.099 and R = 517 Ω, and converges in three steps to

I_s = 9.21 × 10⁻¹³ A (± 0.8 %), n = 1.1009 ± 0.0009, R = 498.9 ± 1.7 Ω.

A start with I_s, n and R too large by factors of 20, 1.3 and 3 reached the same minimum in six steps. A separate optimizer, using currents from the bracketing method, also agreed.

For the barrier, S A_R T² = 1201.7 A, and

ln[1201.7/(9.213 × 10⁻¹³)] = 34.804,

φ = 8.6173 meV × 34.804 = 0.29992 eV = 4.805 × 10⁻²⁰ J.

The statistical error is 8.617 meV × 0.0083 = 0.07 meV, and the result lies 0.08 meV below the set value. In 400 repeated synthetic measurements the barrier scattered by 0.0735 meV, against 0.0715 meV predicted by (16) from the set parameters.

The fitted errors of ln I_s and ln n have a correlation of 0.94. The sign follows from (11) and (13): a larger I_s raises the current and a larger n lowers it, so an increase of both is partly hidden from the data.

The statistical error is not the accuracy of a real barrier measurement. By (18), one kelvin of error in T shifts φ by 3.00 + 0.17 = 3.17 meV, about 44 times the statistical error. A factor of 2 in the prefactor shifts it by 5.97 meV. Using the free-electron mass for a band of mass 0.067 mₑ would raise it by 23 meV. In a real diode, tunnelling below the barrier top, which (2) leaves out, lowers the apparent barrier as well, and at low temperature this too can exceed the statistical error.

A straight line through all seventeen points up to 0.20 V gives n = 1.277 and φ = 0.2895 eV, about 10 meV too low. At 0.20 V, w = 3.11, so by (14) the local slope has fallen to about a quarter of 1/a. The top of the curve tilts the line, raises its intercept ln I_s and lowers φ. The 1 % criterion would have allowed u from 4.6 to 12.2, or roughly 0.044 to 0.116 V.

**Guidance for use**

Use the logarithmic evaluation throughout the fitted forward range. It costs a few Newton steps and removes the limit (5) for the data and for trial parameters alike.

For r far below 1, choose the sweep by V_c, with several points well below it and several well above. Begin at u of about 6 or more, where the two forms of the reverse flux change the current by less than 0.3 %. At u = 4 the difference can approach 2 % when n is large, enough to shift the barrier by more than its statistical error in a sweep as precise as the example. The example itself starts at u = 4.2, which is harmless there because its data were made from (1).

Do not extend the sweep merely because the arithmetic permits it. At 8 V the example dissipates 8 V × 15.55 mA = 0.12 W, nearly all of it in R. The model presumes that the diode stays at 100 K. If R lies inside the diode, this calls for short pulses or good cooling. Equation (1) also presumes that the bands are still bent by several kT. At 8 V the barrier left above the Fermi level of the semiconductor is φ − qV_j/n ≈ 0.097 eV. With the free-electron mass at 100 K this leaves a bending of about 5 kT for 10¹⁶ electrons per cm³ and about 0.5 kT for 10¹⁴. A lightly doped diode is then near flat band, and its junction voltage no longer follows (1). Well beyond V_c, further points improve R and hardly touch the barrier.

Inspect the residuals in order of bias. For a correct model and known σ, F/σ² should be near the number of points minus three; the example gives 19.1 for 22. A smooth trend in the residuals suggests an effect missing from (1), such as a parallel leakage path at low bias or an R that changes with current at high bias. The absence of a trend does not prove the model. The fitted parameters can absorb part of a weak leakage, and heating of the junction alone changes the current little where R takes most of the voltage. The logarithmic evaluation cures none of these. The numerical output gives the remaining figures.

Table of computed values

```
Set: T = 100 K, area = 1.0e-07 m^2, barrier = 0.30 eV
Set: n = 1.10, R = 500 ohm, relative noise = 0.01
Richardson constant = 1.20173e+06 A m^-2 K^-2
kT/q = 0.0086173 V, a = 0.0094791 V
Saturation current = 9.13005e-13 A
r = 4.81590e-08, ln r = -16.84876
Crossover w=1: V = 0.16919 V, I = 1.89581e-05 A
exp(z) overflows above z = 709.783, V = 6.8878 V
V (V), z, w, I without noise (A), I with noise (A), dlnI/dlnIs
0.04 -12.6289 3.27584e-06 6.11908e-11 6.11866e-11 1.00000
0.10 -6.2992 1.83441e-03 3.47762e-08 3.45588e-08 0.99817
0.15 -1.0244 2.73186e-01 5.17910e-06 5.20485e-06 0.78543
0.17 1.0855 1.04320e+00 1.97772e-05 1.98063e-05 0.48943
0.20 4.2504 3.11435e+00 5.90422e-05 5.95681e-05 0.24305
1.00 88.6469 8.42135e+01 1.59653e-03 1.60635e-03 0.01174
6.00 616.1250 6.09712e+02 1.15590e-02 1.15017e-02 0.00164
8.00 827.1162 8.20406e+02 1.55534e-02 1.54595e-02 0.00122
Newton iterates y at 8 V:
  0: 6.71794518923608
  1: 6.70983286730037
  2: 6.70979982419274
  3: 6.70979982364747
Newton steps, worst case for z from -1e3 to 1e6: 5
Largest scaled error of y = 3.6e-17
Largest error of ln I = 3.6e-15
Largest derivative error = 4.4e-09
Start: Is = 9.0662e-13 A, n = 1.0987, R = 517.48 ohm
Fit steps: 3; from poor start: 6
Fit Is = 9.2132e-13 A, relative error 0.0083
Fit n = 1.10087 +- 0.00085
Fit R = 498.94 +- 1.68 ohm
Fit barrier = 0.299922 +- 0.000071 eV
Fit barrier = 4.80528e-20 J
Correlation of ln Is and ln n = 0.9374
Chi-square = 19.13, degrees of freedom = 22
Barrier scatter in 400 repeats = 0.0735 meV
Barrier scatter predicted = 0.0715 meV
Barrier change per kelvin of T error = 3.1716 meV/K
Barrier shift for factor 2 in prefactor = 5.9731 meV
Line to 0.20 V: n = 1.2771, barrier = 0.28952 eV
```
